**One-photon M1 decay of the hydrogen 2s state**

The program examines the leading-order rate $\Gamma=\alpha^9Z^{10}/972$ in atomic units for $2s_{1/2}\to1s_{1/2}$, where $\alpha$ is the fine-structure constant and $Z$ the charge of a fixed point nucleus. It builds the large and small Dirac radial functions $P$ and $Q$ from terminating series and asserts that they satisfy the radial equations and are orthogonal. It integrates $R=\int j_1(kr)(P_fQ_i+Q_fP_i)\,dr$ and asserts that the static part, the retardation part and the rate $4\alpha\omega R^2$ agree with the reduced formulas for hydrogen, where $\omega$ is the photon energy and $k=\alpha\omega$. Further assertions compare the emission prefactor with classical radiation from a large circular orbit, and the full plane-wave operator with its M1 part by three-dimensional quadrature at $Z=50$. The output gives $2.5\times10^{-6}\ \mathrm{s^{-1}}$ for hydrogen, and a rate 2.25 times larger if retardation is left out. The ratio of the Dirac rate to the leading formula rises from 1.00006 at $Z=1$ to 1.161 at $Z=50$.

## Numerical check

```python
"""
Result under test: the one-photon decay 2s1/2 -> 1s1/2 of a Dirac electron
bound to a fixed point charge Z is pure M1, with
    rate = 4 alpha omega R^2,
    R = integral of j1(k r) (Pf Qi + Qf Pi) dr,
and to leading order in Z alpha, rate = alpha^9 Z^10 / 972 (atomic units).
Symbols: P, Q large and small radial functions; i = 2s, f = 1s; omega photon
energy; k = omega/c; c = 1/alpha; eps = energy without the rest energy.
Spinor: (P chi, -i Q sigma.rhat chi) / (r sqrt(4 pi)).
M1 part of the field eps_vec exp(-i k.r):
    -(3i/2) j1(k r) rhat x (eps_vec x khat).
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.special import spherical_jn

mp.mp.dps = 30
alpha = mp.mpf(const.fine_structure)
c = 1 / alpha
time_unit = const.physical_constants["atomic unit of time"][0]
bohr = const.physical_constants["Bohr radius"][0]
hartree_ev = const.physical_constants["Hartree energy in eV"][0]


def integrate(func, Z):
    return mp.quad(func, [mp.mpf(x) / Z for x in (0, 2, 8, 30, 120)])


def j1(x):
    return x / 3 * mp.hyp0f1(mp.mpf(5) / 2, -x * x / 4)


def dirac_s_state(n, Z):
    """Normalized s1/2 state, n = 1 or 2, from its terminating power series."""
    zeta = Z / c
    gam = mp.sqrt(1 - zeta**2)
    energy = c**2 / mp.sqrt(1 + (zeta / (n - 1 + gam))**2)
    eps = energy - c**2
    lam = mp.sqrt(c**2 - energy**2 / c**2)
    up, low = (2 * c**2 + eps) / c, eps / c
    a, b = [mp.mpf(1)], [(gam - 1) / zeta]
    if n == 2:
        mat = mp.matrix([[gam, -zeta], [zeta, gam + 2]])
        rhs = mp.matrix([lam * a[0] + up * b[0], lam * b[0] - low * a[0]])
        sol = mp.lu_solve(mat, rhs)
        a.append(sol[0])
        b.append(sol[1])

    def raw(coef, r):
        return r**gam * mp.exp(-lam * r) * sum(q * r**j for j, q in enumerate(coef))

    norm = mp.sqrt(integrate(lambda r: raw(a, r)**2 + raw(b, r)**2, Z))
    P = lambda r: raw(a, r) / norm
    Q = lambda r: raw(b, r) / norm
    # the radial Dirac equations must hold, checked by numerical derivatives
    for x in (0.4, 1.3, 5.0):
        r = mp.mpf(x) / Z
        res1 = mp.diff(P, r) - P(r) / r - (up + zeta / r) * Q(r)
        res2 = mp.diff(Q, r) + Q(r) / r + (low + zeta / r) * P(r)
        assert abs(res1) < 1e-9 * Z**1.5 and abs(res2) < 1e-9 * Z**1.5
    return eps, P, Q


def decay(Z):
    """Photon energy, R with full j1, long-wave integral I, and the states."""
    ei, Pi, Qi = dirac_s_state(2, Z)
    ef, Pf, Qf = dirac_s_state(1, Z)
    overlap = integrate(lambda r: Pf(r) * Pi(r) + Qf(r) * Qi(r), Z)
    assert abs(overlap) < 1e-15
    w = ei - ef
    mix = lambda r: Pf(r) * Qi(r) + Qf(r) * Pi(r)
    R = integrate(lambda r: j1(w / c * r) * mix(r), Z)
    I = integrate(lambda r: r * mix(r), Z)
    return w, R, I, (ei, Pi, Qi, ef, Pf, Qf)


# 1. Prefactor of the emission rate against classical (Larmor) radiation
n = 10000
w_circ = (mp.mpf(1) / (n - 1)**2 - mp.mpf(1) / n**2) / 2
norm_sq = lambda m: (mp.mpf(2) / m)**(2 * m + 1) / mp.gamma(2 * m + 1)
radial = (mp.sqrt(norm_sq(n) * norm_sq(n - 1)) * mp.gamma(2 * n + 1)
          / (mp.mpf(1) / n + mp.mpf(1) / (n - 1))**(2 * n + 1))
sine_int = lambda m: mp.beta(mp.mpf(m + 1) / 2, mp.mpf(1) / 2)
ell = n - 1
r_sq = radial**2 * sine_int(2 * ell + 1) / sine_int(2 * ell - 1) / 2
rate_circ = (alpha * w_circ / (2 * mp.pi) * (8 * mp.pi / 3)
             * (w_circ * alpha)**2 * r_sq)
larmor = 2 * alpha**3 / 3 / mp.mpf(n)**8
larmor_ratio = w_circ * rate_circ / larmor
assert abs(larmor_ratio - 1) < 1e-3      # corrections are of order 1/n

# 2. Nonrelativistic matrix elements and the closed rate, symbolically
r = sp.symbols("r", positive=True)
R1 = 2 * sp.exp(-r)
R2 = (1 - r / 2) * sp.exp(-r / 2) / sp.sqrt(2)
radial_int = lambda f: sp.simplify(sp.integrate(sp.expand(f), (r, 0, sp.oo)))
inv_r = radial_int(r * R1 * R2)
r2 = radial_int(r**4 * R1 * R2)
p2 = radial_int(r**2 * sp.diff(R1, r) * sp.diff(R2, r))
rdr = radial_int(r**3 * R1 * sp.diff(R2, r))
w_nr = sp.Rational(3, 8)
assert radial_int(r**2 * R1 * R2) == 0
assert sp.simplify(p2 - 2 * inv_r) == 0
assert sp.simplify(rdr - w_nr * r2 / 2) == 0
S_static = sp.simplify(sp.Rational(5, 2) * inv_r - w_nr**2 * r2 / 4)
S_retard = sp.simplify(w_nr**2 * r2 / 2)
S_total = sp.simplify(S_static + S_retard)
coefficient = sp.simplify(w_nr**3 * S_total**2 / 9)
assert coefficient == sp.Rational(1, 972)

# 3. Hydrogen: reduced operator against exact Dirac functions
w1, Rh, Ih, _ = decay(1)
k1 = w1 / c
scale = k1 / (6 * c**3)
static_dirac = 2 * c**3 * Ih
retard_dirac = (Rh - k1 * Ih / 3) / scale
total_dirac = Rh / scale
for numeric, formula in ((static_dirac, S_static), (retard_dirac, S_retard),
                         (total_dirac, S_total)):
    # the neglected terms are of relative order alpha^2 = 5e-5
    assert abs(numeric / mp.mpf(str(sp.N(formula, 30))) - 1) < 1e-3
rate_dirac = 4 * alpha * w1 * Rh**2
rate_formula = alpha**9 / 972
assert abs(rate_dirac / rate_formula - 1) < 1e-3
rate_si = float(rate_dirac) / time_unit
assert abs(rate_si / 2.5e-6 - 1) < 0.01

# 4. Z dependence: the departure from Z^10 must start as (Z alpha)^2
ratios = {1: rate_dirac / rate_formula}
for Z in (5, 20, 50):
    wz, Rz, Iz, states = decay(Z)
    ratios[Z] = 4 * alpha * wz * Rz**2 / (rate_formula * mp.mpf(Z)**10)
slope = {Z: (ratios[Z] - 1) / (Z * alpha)**2 for Z in (1, 5)}
assert abs(slope[5] / slope[1] - 1) < 0.02

# 5. Exact identity for the long-wave integral, at Z = 50
Z = 50
ei, Pi, Qi, ef, Pf, Qf = states
qq = integrate(lambda x: Qf(x) * Qi(x), Z)
pot = integrate(lambda x: (ei * x + Z) * Pf(x) * Qi(x)
                + (ef * x + Z) * Qf(x) * Pi(x), Z)
assert abs((3 * c * qq - pot) / (2 * c**2 * Iz) - 1) < 1e-12

# 6. Full plane-wave operator in three dimensions, at Z = 50
t, wt = np.polynomial.legendre.leggauss(80)
t, wt = (t + 1) / 2, wt / 2
rmax = 50.0 / Z
rad, wrad = rmax * t**3, 3 * rmax * t**2 * wt
tab = lambda f: np.array([float(f(mp.mpf(float(x)))) for x in rad])
pi_, qi_, pf_, qf_ = tab(Pi), tab(Qi), tab(Pf), tab(Qf)
u, wu = np.polynomial.legendre.leggauss(24)
phi = 2 * np.pi * np.arange(24) / 24
U, PH = np.meshgrid(u, phi, indexing="ij")
sin_t = np.sqrt(1 - U**2)
nhat = np.stack([sin_t * np.cos(PH), sin_t * np.sin(PH), U], -1).reshape(-1, 3)
wang = np.repeat(wu / 2, 24) / 24
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
sig_r = np.einsum("mj,jab->mab", nhat, sigma)
k50 = float(wz / c)


def amplitude(field, swapped=False):
    """Spin matrix of alpha.field; swapped exchanges the angular parts."""
    sa = np.einsum("rmj,jab->rmab", field, sigma)
    right, left = sa @ sig_r, sig_r @ sa
    if swapped:
        first, second = 1j * left, -1j * right
    else:
        first, second = -1j * right, 1j * left
    return (np.einsum("r,m,rmab->ab", wrad * pf_ * qi_, wang, first)
            + np.einsum("r,m,rmab->ab", wrad * qf_ * pi_, wang, second))


strengths = []
worst_m1 = 0.0
for theta, azim in ((0.7, 0.4), (1.9, 2.5)):
    st, ct, sa_, ca = np.sin(theta), np.cos(theta), np.sin(azim), np.cos(azim)
    khat = np.array([st * ca, st * sa_, ct])
    pols = (np.array([ct * ca, ct * sa_, -st]), np.array([-sa_, ca, 0.0]))
    phase = np.exp(-1j * k50 * rad[:, None] * (nhat @ khat)[None, :])
    total = 0.0
    for pol in pols:
        plane = phase[:, :, None] * pol
        m1 = (-1.5j * spherical_jn(1, k50 * rad)[:, None, None]
              * np.cross(nhat, np.cross(pol, khat))[None, :, :])
        for swapped in (False, True):
            full, dip = amplitude(plane, swapped), amplitude(m1, swapped)
            size = np.abs(full).max()
            assert size > 1e-6
            worst_m1 = max(worst_m1, np.abs(full - dip).max() / size)
        total += np.sum(np.abs(amplitude(plane))**2) / 2
    strengths.append(total)
assert worst_m1 < 1e-7
assert abs(strengths[0] / strengths[1] - 1) < 1e-6
rate_3d = float(alpha * wz) / (2 * np.pi) * 4 * np.pi * np.mean(strengths)
rate_radial = float(4 * alpha * wz * Rz**2)
assert abs(rate_3d / rate_radial - 1) < 1e-5

# Output
f = float
print("INPUTS")
print(f"fine-structure constant alpha = {f(alpha):.9f}")
print(f"speed of light c = {f(c):.6f} a.u.")
print(f"atomic unit of time = {time_unit:.6e} s")
print("HYDROGEN, NONRELATIVISTIC MATRIX ELEMENTS 1s-2s")
print(f"<1/r> = {inv_r} = {f(inv_r):.6f} a.u.")
print(f"<r^2> = {r2} = {f(r2):.6f} a.u.")
print(f"<p^2> = {p2} = {f(p2):.6f} a.u.")
print(f"<r d/dr> = {rdr} = {f(rdr):.6f}")
print(f"S static part = {S_static} = {f(S_static):.6f} a.u.")
print(f"S retardation part = {S_retard} = {f(S_retard):.6f} a.u.")
print(f"S total = {S_total} = {f(S_total):.6f} a.u.")
print(f"rate / alpha^9 = {coefficient} a.u.")
print("HYDROGEN, DIRAC FUNCTIONS AND FULL j1")
print(f"photon energy omega = {f(w1):.8f} hartree")
print(f"photon energy = {f(w1) * hartree_ev:.4f} eV")
print(f"wavelength = {2 * np.pi / f(k1) * bohr * 1e9:.3f} nm")
print(f"k = omega/c = {f(k1):.6e} a.u.")
print(f"I = {f(Ih):.6e} a.u.")
print(f"R = {f(Rh):.6e}")
print(f"S static part from Dirac = {f(static_dirac):.6f} a.u.")
print(f"S retardation part from Dirac = {f(retard_dirac):.6f} a.u.")
print(f"S total from Dirac = {f(total_dirac):.6f} a.u.")
print(f"effective spin-flip overlap -2cR/k = {f(-2 * c * Rh / k1):.4e}")
print("HYDROGEN, RATE")
print(f"alpha^9/972 = {f(rate_formula):.5e} a.u.")
print(f"alpha^9/972 = {f(rate_formula) / time_unit:.4e} 1/s")
print(f"rate from Dirac functions = {f(rate_dirac):.5e} a.u.")
print(f"rate from Dirac functions = {rate_si:.4e} 1/s")
print(f"mean time for this branch alone = {1 / rate_si:.4e} s")
no_ret = 4 * alpha * w1 * (k1 * Ih / 3)**2
print(f"rate without retardation = {f(no_ret) / time_unit:.4e} 1/s")
print(f"ratio without/with retardation = {f(no_ret / rate_dirac):.4f}")
print("DIRAC RATE DIVIDED BY alpha^9 Z^10/972")
for Z, value in ratios.items():
    print(f"Z = {Z}: ratio = {f(value):.6f}")
print(f"(ratio - 1)/(Z alpha)^2 at Z = 1: {f(slope[1]):.4f}")
print(f"(ratio - 1)/(Z alpha)^2 at Z = 5: {f(slope[5]):.4f}")
print("CHECKS")
print(f"quantum/classical power, circular n = {n}: {f(larmor_ratio):.6f}")
print(f"plane wave vs M1 operator, largest rel. gap: {worst_m1:.1e}")
print(f"3D rate / radial rate at Z = 50: {rate_3d / rate_radial:.8f}")
print("all tests passed")
```

Printed output:

```
INPUTS
fine-structure constant alpha = 0.007297353
speed of light c = 137.035999 a.u.
atomic unit of time = 2.418884e-17 s
HYDROGEN, NONRELATIVISTIC MATRIX ELEMENTS 1s-2s
<1/r> = 4*sqrt(2)/27 = 0.209513 a.u.
<r^2> = -512*sqrt(2)/243 = -2.979742 a.u.
<p^2> = 8*sqrt(2)/27 = 0.419026 a.u.
<r d/dr> = -32*sqrt(2)/81 = -0.558702
S static part = 4*sqrt(2)/9 = 0.628539 a.u.
S retardation part = -4*sqrt(2)/27 = -0.209513 a.u.
S total = 8*sqrt(2)/27 = 0.419026 a.u.
rate / alpha^9 = 1/972 a.u.
HYDROGEN, DIRAC FUNCTIONS AND FULL j1
photon energy omega = 0.37500458 hartree
photon energy = 10.2044 eV
wavelength = 121.501 nm
k = omega/c = 2.736541e-03 a.u.
I = 1.221245e-07 a.u.
R = 7.426638e-11
S static part from Dirac = 0.628546 a.u.
S retardation part from Dirac = -0.209515 a.u.
S total from Dirac = 0.419030 a.u.
effective spin-flip overlap -2cR/k = -7.4380e-06
HYDROGEN, RATE
alpha^9/972 = 6.03701e-23 a.u.
alpha^9/972 = 2.4958e-06 1/s
rate from Dirac functions = 6.03735e-23 a.u.
rate from Dirac functions = 2.4959e-06 1/s
mean time for this branch alone = 4.0065e+05 s
rate without retardation = 5.6158e-06 1/s
ratio without/with retardation = 2.2500
DIRAC RATE DIVIDED BY alpha^9 Z^10/972
Z = 1: ratio = 1.000057
Z = 5: ratio = 1.001423
Z = 20: ratio = 1.023186
Z = 50: ratio = 1.161263
(ratio - 1)/(Z alpha)^2 at Z = 1: 1.0678
(ratio - 1)/(Z alpha)^2 at Z = 5: 1.0691
CHECKS
quantum/classical power, circular n = 10000: 1.000250
plane wave vs M1 operator, largest rel. gap: 5.9e-13
3D rate / radial rate at Z = 50: 1.00000000
all tests passed
```
